# Labelled oxygen near silica's outer surface does not prove growth there

**Comment on an inference from labelled oxygen**

The argument under review runs as follows. A silicon wafer carrying an oxide made with $^{16}$O is oxidised further in $^{18}$O$_2$. Afterwards $^{18}$O is found in two places: next to the silicon and in the first few nanometres below the outer surface. Oxygen that was not there before must belong to oxide that was not there before; hence the film has grown at both faces, and the outer label measures the outer growth.

My objection is to the word "hence". A label records where an atom came from. Growth is a net gain of atoms. The inference needs the further premise that replacement of unlabelled atoms by labelled ones was negligible, and the argument offers no evidence for it. Below I work out a film in which outer growth is absent by assumption and ask what label it would show. I then ask which measurement could decide the matter.

## Growth by molecules that cross the film

Let $x$ be the depth below the outer surface and $L$ the oxide thickness. New oxide formed at the silicon pushes the old oxide outward as a rigid layer, so old material keeps its value of $x$. Dissolved O$_2$ has concentration $C$, with $C=C^*$ at $x=0$, and diffusivity $D$. It reacts at the silicon with rate constant $k$. In a quasi-steady state

$$D\,C''=0,\qquad C(0)=C^*,\qquad -D\,C'(L)=k\,C(L).$$

The solution is a straight line, $C=C^*(1-\alpha x)$. The inner condition gives $D\alpha=k(1-\alpha L)$, so $\alpha=1/(L+h)$ with $h=D/k$. The relative concentration is therefore

$$c(x)=\frac{C}{C^*}=1-\frac{x}{L+h}.$$

The molecular flux is $DC^*/(L+h)$. Each SiO$_2$ unit takes up one O$_2$, so with $N_1$ units per volume

$$\frac{dL}{dt}=\frac{DC^*}{N_1(L+h)}=\frac{B}{A+2L},\qquad B=\frac{2DC^*}{N_1},\quad A=2h.$$

Multiplying by $A+2L$ and integrating from $L_0$ at $t=0$ gives

$$L^2+AL=L_0^2+AL_0+Bt .$$

## Exchange with the network

Now let a dissolved molecule be able to swap one of its atoms for a network atom. Call $f$ the labelled fraction of dissolved oxygen atoms and $g$ that of network atoms. A network atom is swapped at the rate $r(x)c(x)$; the newcomer is labelled with probability $f$, the atom that leaves with probability $g$. Hence

$$\frac{\partial g}{\partial t}=r\,c\,(f-g)\equiv S .$$

Each swap brings in one atom and releases one. It changes $g$ but adds no oxide.

The dissolved oxygen pays for this label. Its labelled atoms have density $2Cf$, and the network has $2N_1$ oxygen sites per volume. Neglecting the isotopic mass difference and the small dissolved store,

$$D(2Cf)''-2N_1S=0 .$$

Dividing by $2N_1$ and using $DC^*/N_1=B/2$,

$$\frac B2\,(cf)''=r\,c\,(f-g).$$

Atom fractions suffice here because the swap rule is linear in them; it does not matter how the labelled atoms are paired in molecules. The gas is taken as pure $^{18}$O$_2$, constantly renewed, so $f(0)=1$.

From here on an amount of oxygen per area is expressed as the thickness of oxide that would contain it.

## Where the displaced oxygen goes

A displaced $^{16}$O atom leaves the network in a mobile molecule. It can escape to the gas or travel inward and be built into new oxide. Let $w=c(1-f)$ describe dissolved $^{16}$O. Since $c''=0$, we have $w''=-(cf)''$, so

$$\frac B2\,w''=-S,\qquad w(0)=0,\qquad w'(L)=-\frac{w(L)}h .$$

Multiply by $p(x)=x/(L+h)$ and integrate. Because $p''=0$ and both $p$ and $w$ vanish at $x=0$, two integrations by parts leave

$$\int_0^L p\,w''\,dx=p(L)w'(L)-p'w(L)
=-\frac{w(L)}{L+h}\left(\frac Lh+1\right)=-\frac{w(L)}h .$$

Therefore

$$\frac B2\,\frac{w(L)}h=\int_0^L S(x)\,\frac{x}{L+h}\,dx .$$

The left side is the rate at which $^{16}$O enters new oxide. Taking the net release to be concentrated at one depth shows that a share $p(x)$ of it reaches the silicon side and reacts, while the share $1-p(x)$ returns to the gas. When exchange is slow enough that a released atom is rarely recaptured by the network, these shares are also the probabilities for a single atom. When recapture is frequent, they apply only to the net release $S$. Atoms released near the outer surface mostly leave. For a fast interface reaction, $h\to0$, the probability is $x/L$; for a slow one, $h\gg L$, it is about $x/h$, and escape is likely from any depth.

The growth rate is $(B/2)/(L+h)$. Dividing the $^{16}$O arrival rate by it gives the old-oxygen fraction of the oxide now forming:

$$1-f(L)=\frac2B\int_0^L r\,c\,(f-g)\,x\,dx .$$

The factor $L+h$ has cancelled: a slower interface reaction reduces the arrival of old oxygen and the total growth in the same proportion, for a given exchange rate $S$. As $c\le1$ and $f-g\le1$, the right side cannot exceed

$$\eta=\frac2B\int_0^L r(x)\,x\,dx .$$

If $\eta\ll1$, molecules arrive at the silicon with their label almost intact, even though exchange is going on above.

## What the argument would have called outer growth

Suppose exchange is enhanced near the surface, $r=r_se^{-x/a}$ with $a\ll L$. Near the surface $c$ and $f$ are close to one, so $\partial g/\partial t=r(1-g)$. With $g=0$ at the start,

$$g(x,t)=1-\exp\!\left(-r_st\,e^{-x/a}\right).$$

To find the amount exchanged, set $s=r_st\,e^{-x/a}$, so that $dx=-a\,ds/s$. Extending the depth integral to infinity, which is allowed while $r_st\,e^{-L/a}\ll1$, gives

$$X=\int_0^\infty g\,dx=a\int_0^{r_st}\frac{1-e^{-s}}s\,ds\equiv a\,\mathrm{Ein}(r_st).$$

At short times the integrand is close to one and $X\approx ar_st$. At long times it behaves as $1/s$, and $X$ grows logarithmically: the outermost sites are saturated and the label advances into slower regions.

Take $B=12000\ \mathrm{nm^2/h}$, $A=170$ nm and $L_0=100$ nm, and let the film grow by 30 nm. The time is

$$t=\frac{130^2-100^2+170\times30}{12000}=\frac{6900+5100}{12000}=1.0\ \mathrm h .$$

For exchange I choose $r_s=1\ \mathrm{h^{-1}}$ and $a=2$ nm. Then $X=2\times0.7966=1.59$ nm. Solving the full transport equations in the growing film gives 1.58 nm, or $7.0\times10^{15}$ labelled atoms per cm$^2$. The label fraction is 0.63 at the surface, 0.31 at 2 nm, 0.08 at 5 nm and about $10^{-11}$ at 50 nm. At 110 nm, inside the new oxide, it is 0.999.

This is the two-zone profile on which the argument rests. The outer zone holds 5 % of all the label, and the outer growth is zero.

The old oxygen is accounted for: 1.558 nm has gone to the gas and 0.0175 nm into the new inner oxide. (Refining grid and time step raises the first figure, the exchanged amount and the control value below by about 0.001 nm each.) The second number is small because

$$\eta\approx\frac{2r_sa^2}{B}=\frac{2\times1\times4}{12000}=6.7\times10^{-4}.$$

Over 30 nm of growth this allows at most 0.020 nm; the actual amount is lower mainly because the surface sites fill with label and $f-g$ falls.

A control shows exchange without growth. Keep the 100 nm film, the exchange rates and the time, but remove the silicon, so that nothing consumes oxygen at the inner side. There is then no growth at all, while the calculated surface label is 1.592 nm. It is 1 % higher than with silicon because $c$ no longer falls with depth. The same experiment can be done on silica without silicon beneath it, provided its network resembles that of the grown film and the absence of silicon does not itself change the exchange rate.

## A case in which the label misleads completely

The condition $\eta\ll1$ can fail. Let exchange be uniform, so that $\eta=rL^2/B$, and choose $r=50\ \mathrm{h^{-1}}$. For the 100 nm film $\eta=50\times10^4/12000\approx42$. This is a limiting case, not a description of ordinary dry silica.

At first $g=0$, and near the surface $(B/2)f''\approx rf$. The label in the molecules decays over

$$\sqrt{\frac B{2r}}=\sqrt{\frac{6000}{50}}\approx11\ \mathrm{nm},$$

far short of the silicon. The molecules still arrive, but with old oxygen picked up on the way. As the outer network fills, the label moves inward.

After 0.125 h the film has grown by 4 nm, all of it at the silicon. The old oxide contains about 30 nm worth of label, whereas label makes up about 2.4 % of the new oxide once grid and time step are refined (2.5 % at the step used for the output below). The argument under review would report a large outer growth and almost no inner growth. The label in the old oxide can exceed the whole growth because exchange draws label from the gas without needing net oxygen consumption.

## The balance that decides

None of this excludes outer growth in a given sample. To test for it, consider the outer part of the film: the old network plus anything added on top. Let it initially hold an amount $N_0$ of oxygen, all $^{16}$O, and finally $M_{18}$ and $M_{16}$. If its stoichiometry is unchanged, the outer growth is

$$G_{\rm out}=M_{18}+M_{16}-N_0 .$$

If $E$ is the old oxygen lost to the gas and $T$ that moved into new inner oxide, then $M_{16}=N_0-E-T$, and

$$G_{\rm out}=M_{18}-E-T .$$

The argument under review keeps the first term and drops the other two. In the worked example the full balance is $1.576-1.558-0.018=0$ nm.

A simulation with individual atoms shows the balance when both processes occur. The film has $M=12$ sites, each with 3000 network atoms. Of 40,000 labelled molecules, each has a 1 % chance of attaching at the outer surface; the others walk at random until they leave or react. On each visit to one of the first three sites a swap occurs with probability 0.05. An attempted step from the last site into the silicon succeeds with probability $q=1/2$; otherwise the molecule stays.

In the interior the arrival probability must be the mean of its two neighbours, so $p_j=\beta j$. At the last site

$$p_M=\tfrac12p_{M-1}+\tfrac12\left[q+(1-q)p_M\right].$$

Inserting $p_j=\beta j$ and multiplying by two gives $2\beta M=\beta M-\beta+q+\beta M-q\beta M$, hence $\beta=q/(1+qM)=1/14$. Weighting the simulated swaps with $p_j=j/14$ predicts 783 old atoms in the inner oxide; 747 were counted. Atoms arriving singly would scatter by about $\sqrt{783}\approx28$, and atoms arriving only in pairs by about 40. The difference of 36 is therefore compatible with chance.

The outer part ends with 6433 labelled atoms, while 4872 old atoms have gone to the gas. The balance gives

$$6433-4872-747=814,$$

which is the number of atoms attached at the outer surface. Reading all the label as growth would overstate it nearly eightfold.

The balance is demanding in practice. In the 100 nm example the missing $^{16}$O is 1.6 % of the initial inventory; a 1 % error in $N_0$ shifts $G_{\rm out}$ by 1 nm. The boundary between old oxide and new inner oxide must also be located.

Profile shape is a weaker guide. Pure outer growth with the same label would give a fully labelled slab 1.58 nm thick, and its label fraction differs from the exchange profile by up to about 0.6. After Gaussian blurring with a standard deviation of 3 nm the largest difference is 0.05. The blurred slab itself peaks near $1.58/(3\sqrt{2\pi})\approx0.21$, so the distinction survives only if both the depth resolution and the position of the surface on the depth scale are well known. Shifting the slab inward by about 1 nm lowers the largest difference to 0.03, and a shift of 1.2 nm together with a blur of 3.5 nm for the slab lowers it to 0.005.

## How far the example resembles an oxidation furnace

The values of $A$ and $B$ are rough typical ones for dry oxidation of (111) silicon near 1000 °C and 760 Torr; on (100) silicon the linear rate constant $B/A$ is about 1.7 times smaller and the film grows more slowly. The exchange parameters are illustrative, not fitted. A starting thickness of 100 nm avoids the faster initial growth of thin dry oxides. With an assumed O$_2$ solubility of $5\times10^{16}\ \mathrm{cm^{-3}}$, a rough value, diffusion across the film takes about 0.02 s and the dissolved oxygen amounts to less than 0.0003 nm of oxide, which justifies the quasi-steady treatment.

Real labelled gas is not pure. With 3 % $^{16}$O it would put 0.9 nm of $^{16}$O into the new inner oxide, some fifty times the amount carried there by exchange. That oxygen must not be counted in $T$; the form of the balance using total oxygen avoids the difficulty. If diffusivity varies as the inverse square root of molecular mass and $k$ is unchanged, the heavier gas grows 29.1 nm instead of 30 nm in the same time. Direct hopping of network oxygen, with a trial diffusivity of $1\ \mathrm{nm^2/h}$, raises the total amount of near-surface label by only 1 %, but it flattens the profile: the label fraction at the surface falls from 0.63 to about 0.51.

Moisture and exchange peculiar to the inner interface are not included, and their effects are not sized here. Nor do the numbers carry over to silicon carbide, where carbon oxides must also travel outward. The balance for oxygen held in the network still applies there, if the oxide has the assumed composition.

## Requested revision

The claim of outer growth should be withdrawn unless the total oxygen in the outer part of the film is shown to have increased. The near-surface label may be reported as oxygen taken up from the gas; how much of it is added oxide remains open until the loss of $^{16}$O from the outer part, both to the gas and to the new inner oxide, is measured. The numerical output below gives the values used in this comment.

## Values computed for the example and the checks

```
Parabolic parameter B: 12000 nm^2/h
Linear-parabolic length A: 170 nm
Initial oxide: 100 nm
Inner growth: 30 nm
Surface exchange rate: 1 1/h
Exchange decay length: 2 nm
Time from growth law: 1 h
Time from computed flux: 0.99975 h
Initial growth rate: 32.43 nm/h
Final growth rate: 27.91 nm/h
Ein(r_s t): 0.7966
Exchanged amount, closed form: 1.593 nm
Exchanged amount, computed: 1.576 nm
Exchanged amount, areal: 6.95e+15 18O atoms/cm^2
Network label fraction at 0 nm: 0.631
Network label fraction at 2 nm: 0.305
Network label fraction at 5 nm: 0.0769
Network label fraction at 10 nm: 0.00638
Network label fraction at 50 nm: 1.04e-11
Network label fraction at 110 nm: 0.999
Label in new inner oxide: 29.982 nm
Outer share of all label: 4.99 %
Old 16O returned to gas: 1.558 nm
Old 16O carried to new inner oxide: 0.0175 nm
16O loss relative to initial inventory: 1.56 %
Exchanged amount without silicon: 1.592 nm
Fast case: exchange rate: 50 1/h
Fast case: time: 0.125 h
Fast case: inner growth: 4 nm
Fast case: label in old oxide: 30.2 nm
Fast case: label share of new oxide: 2.5 %
Walk: label in outer part: 6433 atoms
Walk: old oxygen returned to gas: 4872 atoms
Walk: old oxygen in inner oxide: 747 atoms
Walk: same from arrival probability: 782.6 atoms
Walk: outer growth from balance: 814 atoms
Walk: outer growth put in: 814 atoms
Walk: inner growth: 5562 atoms
Depth resolution (standard deviation): 3 nm
Largest slab-exchange difference, sharp: 0.619
Largest slab-exchange difference, blurred: 0.048
Trial network diffusivity: 1 nm^2/h
Hopping change of near-surface label: 0.98 %
Growth with mass-slowed diffusion: 29.06 nm
Trial 16O fraction of gas: 3 %
Gas 16O in new inner oxide: 0.9 nm
Assumed O2 solubility: 5e+16 molecules/cm^3
Molecular diffusivity: 7.4e-09 cm^2/s
Molecular diffusion time: 0.023 s
Dissolved oxygen upper bound: 0.00029 nm
```
